# Thermal Reduction of Polaron Transfer: The Lang-Firsov Factor for Two Sites

## 1. One mode, zero temperature

A hole can sit on site 1 or site 2, both of the same energy. One lattice mode of frequency \(\omega\) feels where the hole is. With the hole on site \(i\), the lattice Hamiltonian is

\[
H_i=\hbar\omega\left[b^\dagger b+g_i(b+b^\dagger)\right],
\]

where \(g_i\) is a real, dimensionless coupling. Let \(b=(x+ip)/\sqrt2\), so that \([x,p]=i\) and \(b^\dagger b=(x^2+p^2-1)/2\). Completing the square gives

\[
H_i=\hbar\omega\left[\tfrac12p^2+\tfrac12(x+\sqrt2\,g_i)^2-\tfrac12-g_i^2\right].
\]

The hole moves the minimum to \(x=-\sqrt2\,g_i\) and lowers the energy by \(\hbar\omega g_i^2\). The two minima are a distance \(d=\sqrt2\,|g_1-g_2|\) apart. For the two sites to have equal energy after the lattice has relaxed, we also need \(g_1^2=g_2^2\). With different couplings to a single mode this means \(g_2=-g_1\), and it is assumed wherever the relaxed sites are treated as degenerate.

Let a transfer term \(-J(|1\rangle\langle2|+|2\rangle\langle1|)\) move the hole without touching the lattice. Between the two lattice ground states its matrix element is \(-J\) times the overlap of two Gaussians. With the origin midway between them,

\[
\int\frac{dx}{\sqrt\pi}\,e^{-(x-d/2)^2/2}\,e^{-(x+d/2)^2/2}
=e^{-d^2/4}\int\frac{dx}{\sqrt\pi}\,e^{-x^2}=e^{-d^2/4}.
\]

Define the relative Huang-Rhys factor

\[
S=(g_1-g_2)^2=\frac{d^2}{2}.
\]

The transfer amplitude is then \(J e^{-S/2}\), and its square carries \(e^{-S}\).

The size of \(S\) can be fixed by an energy. If the hole jumps while the lattice stays at the old minimum, the lattice is left a distance \(d\) from the new one, at a cost of \(\tfrac12\hbar\omega d^2=S\hbar\omega\). So \(S\) is the vertical transfer energy in units of the phonon quantum.

This case already decides a question of factors. The claim that hopping is reduced by \(\exp[-S\coth(\hbar\omega/2kT)]\), with \(S\) the relative factor of the two sites, gives \(e^{-S}\) at \(T=0\). That is the reduction of the squared amplitude. For the amplitude itself, the statement to be established is

\[
J_{\rm eff}=J\exp\left[-\frac S2\coth\frac{\hbar\omega}{2kT}\right].
\]

## 2. Removing the coupling by a transformation

Finite temperature needs the excited lattice states too, and a unitary transformation treats them together. The full Hamiltonian is

\[
H=-J\left(|1\rangle\langle2|+|2\rangle\langle1|\right)+\hbar\omega b^\dagger b+\hbar\omega\sum_i g_i|i\rangle\langle i|(b+b^\dagger).
\]

Take

\[
U=\exp\Big[\sum_i g_i|i\rangle\langle i|(b^\dagger-b)\Big].
\]

On site \(i\) the exponent is \(A_i=g_i(b^\dagger-b)\). Since \([b^\dagger,b]=-1\), we have \([A_i,b]=-g_i\), a number, so the commutator series stops after one term:

\[
e^{A_i}be^{-A_i}=b-g_i .
\]

The lattice part on site \(i\) becomes

\[
(b^\dagger-g_i)(b-g_i)+g_i(b+b^\dagger-2g_i)
=b^\dagger b-g_i^2 ,
\]

in units of \(\hbar\omega\). The linear terms cancel and the energy shift of Section 1 remains.

The transfer operator picks up a different factor on each side:

\[
U|1\rangle\langle2|U^\dagger=|1\rangle\langle2|\,e^{A_1}e^{-A_2}=|1\rangle\langle2|\,D(\alpha),
\]

\[
D(\alpha)=e^{\alpha(b^\dagger-b)},\qquad \alpha=g_1-g_2 .
\]

The exponents combine without a phase because both are real multiples of the same operator. The transformation is exact. It has moved the coupling into the transfer term, where only the difference of the two couplings appears.

**Limit: equal couplings.** If \(g_1=g_2\), then \(D=1\) and \(J\) is unchanged, however large the polaron shift. A deep polaron level alone therefore does not imply slow transfer. The lattice distortion must differ between the two sites.

**Check on \(S\).** With \(D^\dagger bD=b+\alpha\),

\[
\langle m|D^\dagger b^\dagger bD|m\rangle=\langle m|(b^\dagger+\alpha)(b+\alpha)|m\rangle=m+\alpha^2 .
\]

A sudden transfer adds \(S=\alpha^2\) quanta on average from any starting level \(m\), in agreement with the classical estimate.

## 3. Excited lattice levels

Because \(g_1^2=g_2^2\), the states \(|1,m\rangle\) and \(|2,m\rangle\) are degenerate in the transformed picture, with \(m\) quanta about the minimum belonging to each site. To first order in \(J\), they are joined by \(-J\langle m|D|m\rangle\). States with different \(m\) lie at least \(\hbar\omega\) away and enter at higher order.

To find the diagonal element, use \(e^{X+Y}=e^Xe^Ye^{-[X,Y]/2}\), valid when \([X,Y]\) is a number. With \(X=\alpha b^\dagger\) and \(Y=-\alpha b\), \([X,Y]=\alpha^2=S\), so

\[
D=e^{-S/2}e^{\alpha b^\dagger}e^{-\alpha b}.
\]

Expand both exponentials. A diagonal element needs equal powers of \(b^\dagger\) and \(b\), and \(\langle m|(b^\dagger)^kb^k|m\rangle=m!/(m-k)!\). Hence

\[
\langle m|D|m\rangle
=e^{-S/2}\sum_{k=0}^m\frac{(-S)^k}{(k!)^2}\frac{m!}{(m-k)!}
=e^{-S/2}\sum_{k=0}^m\frac{(-S)^k}{k!}\binom mk .
\]

The last sum is the Laguerre polynomial \(L_m(S)\). The first cases are

\[
L_0=1,\qquad L_1=1-S,\qquad L_2=1-2S+\tfrac12S^2 .
\]

For \(S=2\) these are \(1,-1,-1\). The amplitude can therefore change sign from one lattice level to the next. A negative sign means that the antisymmetric combination of the two sites lies below the symmetric one.

## 4. The thermal average

Let the phonons be in equilibrium about the minimum that belongs to the hole's position. With \(x=e^{-\hbar\omega/kT}\) (no longer the coordinate), level \(m\) has weight \(p_m=(1-x)x^m\). The splitting due to \(J\) is neglected in these weights.

The average of the binomial coefficient follows from differentiating the geometric series \(k\) times and multiplying by \(x^k/k!\):

\[
\sum_{m\ge k}\binom mk x^m=\frac{x^k}{k!}\frac{d^k}{dx^k}\frac1{1-x}=\frac{x^k}{(1-x)^{k+1}} .
\]

Therefore

\[
\sum_mp_m\binom mk=\left(\frac{x}{1-x}\right)^k=n^k,\qquad n=\frac1{e^{\hbar\omega/kT}-1}.
\]

The double sum still converges when every term is replaced by its magnitude, so the order of summation may be exchanged:

\[
\langle D\rangle=e^{-S/2}\sum_{k=0}^\infty\frac{(-Sn)^k}{k!}=e^{-S(n+1/2)} .
\]

Since \(2n+1=\coth(\hbar\omega/2kT)\),

\[
\boxed{\;\frac{J_{\rm eff}}{J}=\langle D\rangle=\exp\left[-\frac S2\coth\frac{\hbar\omega}{2kT}\right]\;}
\]

**Low temperature.** Here \(\coth\to1\), and the Gaussian overlap \(e^{-S/2}\) returns.

**High temperature.** For \(kT\gg\hbar\omega\), \(\coth(\hbar\omega/2kT)\to2kT/\hbar\omega\), so \(J_{\rm eff}\to J\exp(-SkT/\hbar\omega)\). A classical calculation gives the same result. Because \(b^\dagger-b=-i\sqrt2\,p\), the displacement operator is \(e^{-i\sqrt2\alpha p}\). For a classical Gaussian momentum, its average is \(e^{-\alpha^2\langle p^2\rangle}\), and equipartition, \(\tfrac12\hbar\omega\langle p^2\rangle=\tfrac12kT\), gives \(\langle p^2\rangle=kT/\hbar\omega\). The factor of one half is confirmed at this end as well.

The formula was also tested without the transformation. The original Hamiltonian was diagonalized at \(J=0.001\,\hbar\omega\), and the signed splittings, divided by \(2J\), were averaged with the weights \(p_m\). They agree with the formula to better than one part in \(10^4\) at all four temperatures used below.

## 5. Several modes, and where the half can disappear

For modes \(q\) with real couplings \(g_{iq}\), operators of different modes commute. The transformation gives a product of displacements, and for independent thermal modes the average factorizes:

\[
\frac{J_{\rm eff}}J=\exp\left[-\frac12\sum_qS_q\coth\frac{\hbar\omega_q}{2kT}\right],\qquad S_q=(g_{1q}-g_{2q})^2 .
\]

With several modes, degeneracy requires only that the total shift \(\sum_q\hbar\omega_q g_{iq}^2\) be the same for both sites.

Now give each site its own local mode, both of frequency \(\omega\). A hole couples with strength \(a\) to the near mode and \(c\) to the far one. The differences are \(a-c\) and \(c-a\), so

\[
S=2(a-c)^2,\qquad \frac S2=(a-c)^2 .
\]

The same \(S\) belongs to a single relative mode. Let \(b_\pm=(b_1\pm b_2)/\sqrt2\), where \(b_1\) and \(b_2\) are the local modes. Both sites couple to \(b_+\) with strength \((a+c)/\sqrt2\), so this mode does not affect the transfer. They couple to \(b_-\) with strengths \(\pm(a-c)/\sqrt2\), whose squared difference is \(2(a-c)^2=S\). The one-mode formulas therefore apply to \(b_-\).

For purely local coupling, \(c=0\), the exponent is \(-a^2\coth(\hbar\omega/2kT)\). The number \(a^2\) is the Huang-Rhys factor of one site, and with that meaning of the symbol no half appears. The relative factor is twice as large because one distortion must vanish while the other forms. The two forms agree once \(S\) is defined. Putting the relative \(S\) into the one-site form counts the distortion twice.

When \(c\ne0\), the one-site factor \(a^2+c^2\) is not the right exponent either. It sets the polaron shift, while \((a-c)^2\) sets the transfer.

## 6. A worked case

Take \(\hbar\omega=50\) meV, \(J=5\) meV, \(a=1.2\) and \(c=0.2\). These are round model parameters and describe no particular material. Then

\[
S=2(1.2-0.2)^2=2,\qquad (a^2+c^2)\hbar\omega=1.48\times50=74\ \text{meV},
\]

and the vertical transfer energy is \(S\hbar\omega=100\) meV.

At 300 K, \(kT=25.85\) meV and \(n=0.169\), so \(\coth(\hbar\omega/2kT)=2n+1=1.338\). With \(S/2=1\),

\[
J_{\rm eff}=5\,e^{-1.338}=5\times0.262=1.31\ \text{meV}.
\]

| \(T\) (K) | \(J_{\rm eff}/J\) | \(J_{\rm eff}\) (meV) |
|---|---|---|
| 0 | 0.368 | 1.84 |
| 100 | 0.366 | 1.83 |
| 300 | 0.262 | 1.31 |
| 600 | 0.108 | 0.54 |

Between 0 and 100 K almost nothing changes, because the mode is hardly excited. Using \(S=2\) without the half would give a factor of 0.069 at 300 K, too small by a factor of 3.8.

The level amplitudes show how the reduction at 300 K arises. Levels 0, 1 and 2 of the relative mode \(b_-\) have amplitudes \(+0.368\), \(-0.368\) and \(-0.368\), with weights 0.855, 0.124 and 0.018. Their contribution is

\[
0.3679\,(0.8554-0.1237-0.0179)=0.2626 .
\]

The higher levels change this only slightly, to 0.2624. For this \(S\), the three levels transfer equally strongly. The mean falls on heating because their signs differ.

Diagonalizing the original model with two local modes at \(J=0.005\,\hbar\omega\) gives a ground-pair splitting of \(0.368\times2J\). The same ratio results for \(a=1\), \(c=0\), which has the same difference but a smaller polaron shift. For \(a=c=0.9\) the ratio is 1.000, as the equal-coupling limit requires.

If \(S=2\) is divided into 1.2 at 40 meV and 0.8 at 80 meV, the factor at 300 K is 0.256, close to the 0.262 of the single mode. This number is the thermal mean of \(D\). The single diagonal elements are no longer all level splittings, because two quanta of 40 meV cost the same as one of 80 meV. The occupations \((2,0)\) and \((0,1)\) are then joined at first order in \(J\), by an element of magnitude \(e^{-1}(1.2/\sqrt2)\sqrt{0.8}=0.279\), larger than their diagonal elements \(e^{-1}L_2(1.2)=-0.250\) and \(e^{-1}L_1(0.8)=0.074\).

## 7. The squared amplitude

A transfer probability involves squares, and the thermal mean of a square is not the square of the thermal mean. Consider, for one mode, the weight of transfers that leave the phonon number unchanged:

\[
W=\sum_mp_m|\langle m|D|m\rangle|^2 .
\]

It is the time average of \(C(\theta)=\langle D^\dagger(t)D(0)\rangle\), with \(\theta=\omega t\), since terms that change \(m\) oscillate and average to zero. Free evolution gives \(b(t)=be^{-i\theta}\). Write \(D^\dagger(t)=e^X\) and \(D(0)=e^Y\), with

\[
X=-\alpha(b^\dagger e^{i\theta}-be^{-i\theta}),\qquad Y=\alpha(b^\dagger-b).
\]

Then \([X,Y]=-2iS\sin\theta\), and \(X+Y=\beta b^\dagger-\beta^*b\) with \(\beta=\alpha(1-e^{i\theta})\) and \(|\beta|^2=2S(1-\cos\theta)\). The average in Section 4 holds for complex displacements with \(S\) replaced by \(|\beta|^2\), because only equal powers of \(\beta\) and \(\beta^*\) survive. From \(e^Xe^Y=e^{X+Y}e^{[X,Y]/2}\),

\[
C=\exp\left[-S(2n+1)(1-\cos\theta)-iS\sin\theta\right]
\]

\[
\phantom{C}=e^{-S(2n+1)}\exp\left[S(n+1)e^{-i\theta}+Sn\,e^{i\theta}\right].
\]

Averaging over \(\theta\) keeps equal powers of the two phases:

\[
W=e^{-S(2n+1)}\sum_k\frac{[S^2n(n+1)]^k}{(k!)^2}
=e^{-S\coth(\hbar\omega/2kT)}\,I_0(z),
\]

\[
z=2S\sqrt{n(n+1)}=\frac{S}{\sinh(\hbar\omega/2kT)},
\]

where \(I_0\) is the modified Bessel function. The last form uses \(4n(n+1)=(2n+1)^2-1=\coth^2-1\).

The factor \(e^{-S\coth}\) is thus \(\langle D\rangle^2\), and for a single mode at \(T>0\) the weight \(W\) is larger. For the relative mode of Section 6 at 300 K, \(W=0.135\) and \(\langle D\rangle^2=0.069\). Squaring removes the signs that cancelled in the mean. That \(W\) also stays close to its zero-temperature value \(e^{-2}=0.135\) is, apart from the trivial case of small \(S\), special to \(S\) near 2; at \(S=2\) levels 0, 1 and 2 have equal squared amplitudes.

**Limit: many modes.** Share \(S\) equally among \(N\) modes and require every occupation to stay unchanged. Each mode contributes \(I_0(z/N)\), and \(I_0(u)\simeq1+u^2/4\) gives

\[
[I_0(z/N)]^N\simeq e^{z^2/4N}\to1 .
\]

At 300 K, \(z=2\sqrt{1.338^2-1}=1.78\). For \(N=50\) the excess is \(z^2/200=1.6\%\), which takes 0.0688 to 0.0699, the value found numerically. When \(z^2\ll4N\), which takes more modes at higher temperature, \(e^{-S\coth}\) is a good measure of the weight with every occupation unchanged. This is not always the full energy-conserving weight. If the modes have exactly the same frequency, quanta can pass from one to another at no energy cost. The exponents of \(C\) then add up to the one-mode exponent, and the time average of \(C\) stays at 0.135 for any \(N\).

Neither weight is the whole transfer rate. At \(\theta=0\), \(C=1\): the total strength over all final phonon states is not reduced. The strength missing from transfers with unchanged occupations goes into transfers that change them. A falling \(J_{\rm eff}\) therefore does not by itself mean a falling hopping rate.

## 8. How small must \(J\) be?

Changing the sign of the state \(|2\rangle\) turns \(J\) into \(-J\) and exchanges the symmetric and antisymmetric solutions. The signed splitting of the ground pair is therefore odd in \(J\), and for small \(J\)

\[
\Delta E=2Je^{-S/2}\left[1+\kappa\left(\frac J{\hbar\omega}\right)^2+\dots\right],
\]

with \(\kappa\) depending on \(S\). In the diagonalization for \(S=2\), doubling \(J\) from \(0.01\,\hbar\omega\) multiplies the deviation by 4.00, as a quadratic correction should.

In the worked case \(J/\hbar\omega=0.1\). The first-order splitting is \(2\times5\times0.3679=3.68\) meV and the diagonalized one is 3.66 meV, lower by 0.44% of the first-order value. At \(J=0.5\,\hbar\omega\) the deficit is 9%, and at \(J=\hbar\omega\) it is 26%. By then the lattice no longer follows the hole as the first-order picture assumes.

Disorder sets a second condition. Let one site lie lower by \(\delta\), with \(J_{\rm eff}\ll\delta\ll e^{-S/2}\hbar\omega\). At \(T=0\), first-order mixing puts a fraction \((J_{\rm eff}/\delta)^2\) of the hole on the upper site. The transformation leaves site occupations unchanged, so this is the real occupation. Lattice distortion thus assists trapping: through \(e^{-S/2}\) it reduces the energy mismatch needed to hold the hole on one site. The polaron shift, being equal on the two sites, favours neither.

With several modes, the diagonal elements of \(D\) give the splittings of excited levels only if sets of different occupations that \(D\) connects are separated by much more than \(J\) times the connecting element. Commensurate or closely spaced frequencies break this even when \(J\ll\hbar\omega_q\). The formula for \(\langle D\rangle\) is unaffected, and so is the ground pair.

The remaining assumptions are harmonic modes whose frequencies do not depend on the hole's position, linear coupling, and a bare \(J\) independent of the lattice coordinates. If \(J\) itself varies with the bond length, the transfer operator contains \(b+b^\dagger\) as well as \(D\), and its thermal average must be taken anew. The computed values are listed in the numerical output below.

## Calculated quantities

```
phonon energy: 50.0 meV; bare transfer J: 5.0 meV
couplings near, far (dimensionless): 1.2, 0.2
relative Huang-Rhys factor S: 2.0000
one-site factor, near^2 + far^2: 1.4800
polaron shift of each site: 74.00 meV
vertical transfer energy (quadrature): 100.00 meV
T (K) | coth | mean factor | J_eff (meV) | factor with S not halved
   0 | 1.0000 | 0.36788 | 1.8394 | 0.13534
 100 | 1.0061 | 0.36566 | 1.8283 | 0.13370
 300 | 1.3380 | 0.26238 | 1.3119 | 0.06884
 600 | 2.2269 | 0.10786 | 0.5393 | 0.01163
kT at 300 K: 25.852 meV
mean phonon number at 300 K: 0.1690
correct / unhalved factor at 300 K: 3.811
level 0: amplitude +0.36788, weight at 300 K 0.85544
level 1: amplitude -0.36788, weight at 300 K 0.12366
level 2: amplitude -0.36788, weight at 300 K 0.01788
level 3: amplitude -0.12263, weight at 300 K 0.00258
Splitting / 2J from untransformed two-mode model, J = 0.005 phonon energy:
  near 1.2, far 0.2: 0.36788
  near 1.0, far 0.0: 0.36788
  near 0.9, far 0.9: 1.00000
two frequencies: 40, 80 meV; S parts 1.2, 0.8
  mean factor at 300 K: 0.25605
square of mean amplitude, 300 K: 0.06884
elastic weight, one mode, 300 K: 0.13498
elastic weight, 50 modes sharing S, 300 K: 0.06994
ground splitting, Lang-Firsov: 3.6788 meV
ground splitting, diagonalized: 3.6626 meV
J / phonon energy | relative deviation of exact splitting (percent)
0.01 | -0.0044
0.02 | -0.0177
0.10 | -0.4402
0.50 | -9.2759
1.00 | -25.5977
growth of deviation when J doubles from 0.01: 3.999
```
